\section*{Critical-point lineshapes of the dielectric function and low-field electroreflectance}

\section*{The model and its conventions}

Light of photon energy $E$ lifts an electron from a filled valence band to an empty conduction band. The pair energy is $W(\mathbf k)$. A critical point is a wave vector where $\nabla_{\mathbf k}W=0$. Measuring $\mathbf k$ from it, along the principal axes, we take
\begin{equation}
W(\mathbf k)=E_c+\sum_{i=1}^{3}\frac{\hbar^2k_i^2}{2\mu_i},
\label{eq:band}
\end{equation}
where no $\mu_i$ is infinite and $r$ of the three masses are negative. The types $r=0,1,2,3$ are called $M_0$ to $M_3$: a minimum, two kinds of saddle, and a maximum.

The electron and hole do not attract each other, so excitons are left out. Fields vary as $e^{-iEt/\hbar}$, a constant $\Gamma>0$ describes broadening, and
\begin{equation}
z=E+i\Gamma,\qquad x=z-E_c .
\end{equation}
Powers of $x$ are taken with $0<\arg x<\pi$. The electron charge is $-e$, and $m$ is the free-electron mass.

\section*{(a) From the optical response to one integral}

\emph{Express the resonant part of $\varepsilon$ near $E_c$ through an integral over pair energies, including its prefactor.}

\medskip
\noindent\textbf{Solution.} Let the light field be $\mathcal E_0e^{-iEt/\hbar}+\text{c.c.}$ along a direction with coordinate $X$. It adds the energy $eX\mathcal E$ for an electron. To first order, the conduction amplitude $a(\mathbf k)e^{-iEt/\hbar}$ obeys
\begin{equation}
\bigl[W(\mathbf k)-z\bigr]a(\mathbf k)=-eX_{cv}\mathcal E_0 .
\label{eq:source}
\end{equation}
The dipole density, with a factor 2 for spin, is
\begin{equation}
-2e\int\!\frac{d^3k}{(2\pi)^3}X_{cv}^*a
=2e^2\mathcal E_0\int\!\frac{d^3k}{(2\pi)^3}\frac{|X_{cv}|^2}{W-z}.
\end{equation}
The complex-conjugate part of the light field gives a similar term with $W+z$ in the denominator. This is smooth near $E_c$ and joins the background.

For a local crystal potential, $[X,H_0]=i\hbar p_X/m$. Taking its matrix element between the bands gives $|X_{cv}|=\hbar|P|/(mW)$, where $P$ is the momentum matrix element. We hold $X_{cv}$ at its value at the critical point. Dividing the dipole density by $\varepsilon_0\mathcal E_0$ gives
\begin{equation}
\varepsilon=\text{background}+K\,G(z),\qquad
G(z)=\int\!\frac{d^3k}{(2\pi)^3}\frac1{W(\mathbf k)-z},
\label{eq:G}
\end{equation}
\begin{equation}
K=\frac{2e^2\hbar^2|P|^2}{\varepsilon_0m^2E_c^2}
=\frac{e^2\hbar^2E_P}{\varepsilon_0mE_c^2},\qquad E_P=\frac{2|P|^2}{m}.
\end{equation}
Freezing $1/W^2$ is harmless for the leading singularity: the neglected factor is proportional to $W-E_c=(W-z)+x$. Its first term cancels the denominator and leaves a smooth integral; its second is smaller than the retained singular term by a factor of order $x/E_c$.

\section*{(b) The four lineshapes}

\emph{Find the singular part of $\varepsilon$ for every $r$, and its real and imaginary parts on both sides of a sharp critical point.}

\medskip
\noindent\textbf{Solution.} Since $\Gamma>0$, the integral over an inverse-energy variable $\tau$ (time divided by $\hbar$) converges at large $\tau$:
\begin{equation}
\frac1{W-z}=i\int_0^\infty d\tau\,e^{i(z-W)\tau}.
\label{eq:time}
\end{equation}
The $\mathbf k$ integral then factorizes. From $\int e^{-ak^2}dk=\sqrt{\pi/a}$, with $a=i\hbar^2\tau/(2\mu_i)$ approached from positive real part,
\begin{equation}
\int\frac{dk_i}{2\pi}\,e^{-i\hbar^2k_i^2\tau/(2\mu_i)}
=\left(\frac{|\mu_i|}{2\pi\hbar^2\tau}\right)^{1/2}
e^{-i\pi\,\mathrm{sgn}(\mu_i)/4}.
\end{equation}
There are $3-r$ factors $e^{-i\pi/4}$ and $r$ factors $e^{+i\pi/4}$. Their product is $e^{-3i\pi/4}i^r$, because each change of mass sign multiplies by $e^{i\pi/2}=i$. With $|\mu|^3=|\mu_1\mu_2\mu_3|$ and $D=[|\mu|/(2\pi\hbar^2)]^{3/2}$,
\begin{equation}
G=iDe^{-3i\pi/4}i^r\int_0^\infty d\tau\,\tau^{-3/2}e^{ix\tau}.
\label{eq:Gtime}
\end{equation}
The divergence at $\tau=0$ comes from extending the quadratic band to infinite $\mathbf k$. In a real band, regions away from the critical point have either $W\ne E_c$ or a nonzero gradient, and contribute a smooth function of energy, provided that at $E_c$ there is no other critical point and no point where bands touch. One derivative removes the divergence:
\begin{align}
\frac{dG}{dz}&=-De^{-3i\pi/4}i^r\int_0^\infty d\tau\,\tau^{-1/2}e^{ix\tau}\nonumber\\
&=-De^{-3i\pi/4}i^r\sqrt\pi\,(-ix)^{-1/2}\nonumber\\
&=-De^{-3i\pi/4}i^r\sqrt\pi\,e^{i\pi/4}x^{-1/2}
=\sqrt\pi D\,i^{r+1}x^{-1/2}.
\end{align}
The last step uses $-e^{-i\pi/2}=i$. Integrating and multiplying by $K$,
\begin{equation}
\boxed{\varepsilon=\text{background}+A\,i^{r+1}x^{1/2}},\qquad
A=2\sqrt\pi KD=\frac{K}{4\pi}\left(\frac{2|\mu|}{\hbar^2}\right)^{3/2}.
\label{eq:shape}
\end{equation}

Now let $\Gamma\to0$ and write $d=E-E_c$. Above the critical point $x^{1/2}=\sqrt d$; below it $x^{1/2}=i\sqrt{|d|}$. The singular part divided by $A\sqrt{|d|}$ is therefore
\begin{center}
\begin{tabular}{ccc}
type & below $E_c$ & above $E_c$\\
$M_0$ & $-1$ & $+i$\\
$M_1$ & $-i$ & $-1$\\
$M_2$ & $+1$ & $-i$\\
$M_3$ & $+i$ & $+1$
\end{tabular}
\end{center}
Imaginary entries describe absorption. At a minimum, absorption starts as a square root above $E_c$; at a maximum, it ends as a square root from below. At $M_1$ it rises to a kink and at $M_2$ it falls away from one. The negative imaginary entries are not gain: they are subtracted from the positive absorption of the background.

\section*{(c) A static field}

\emph{A uniform static field $\mathbf F$ is applied. Find how it changes the time integral, without assuming that the field is weak.}

\medskip
\noindent\textbf{Solution.} The potential energies of electron and hole add to $e\mathbf F\cdot(\mathbf r_e-\mathbf r_h)$. The relative coordinate acts as $i\nabla_{\mathbf k}$, so $W$ in Eq.~(\ref{eq:source}) is replaced by
\begin{equation}
H=W(\mathbf k)+ie\mathbf F\cdot\nabla_{\mathbf k}.
\end{equation}
This neglects all field-induced mixing between bands, both tunnelling and the small energy shifts of order $F^2$ from virtual transitions, and any $\mathbf k$ dependence of the dipole. The source in Eq.~(\ref{eq:source}) is constant in $\mathbf k$, which means that the pair is created at zero separation. We therefore need the evolution of $\psi(\mathbf k,0)=1$ under $i\partial_\tau\psi=H\psi$, or
\begin{equation}
\partial_\tau\psi=-iW\psi+e\mathbf F\cdot\nabla_{\mathbf k}\psi .
\end{equation}
Its solution is
\begin{equation}
\psi=\exp\left[-i\int_0^\tau W(\mathbf k+e\mathbf Fs)\,ds\right].
\end{equation}
To check it, note that $e\mathbf F\cdot\nabla_{\mathbf k}W(\mathbf k+e\mathbf Fs)=dW/ds$. The gradient term thus gives $-i[W(\mathbf k+e\mathbf F\tau)-W(\mathbf k)]\psi$. Adding $-iW(\mathbf k)\psi$ leaves $-iW(\mathbf k+e\mathbf F\tau)\psi$, which is $\partial_\tau\psi$.

Because all $\mathbf k$ are integrated, we may shift $\mathbf k$ by $-e\mathbf F\tau/2$. The phase becomes
\begin{equation}
\Phi=\int_{-\tau/2}^{\tau/2}W(\mathbf k+e\mathbf Fs)\,ds .
\end{equation}
In the Taylor series of $W$, odd powers of $s$ integrate to zero, and $\int_{-\tau/2}^{\tau/2}s^2ds=\tau^3/12$. Hence
\begin{equation}
\Phi=W\tau+\frac{\tau^3}{24}(e\mathbf F\cdot\nabla_{\mathbf k})^2W+O(F^4).
\label{eq:phase}
\end{equation}
For the quadratic band the series stops here, and
\begin{equation}
\Phi=W\tau+\frac{(\hbar\Omega)^3\tau^3}{3},\qquad
(\hbar\Omega)^3=\sum_i\frac{e^2\hbar^2F_i^2}{8\mu_i}.
\label{eq:omega}
\end{equation}
The electro-optic energy $\hbar\theta$ is defined by $(\hbar\theta)^3=4(\hbar\Omega)^3$. For a field along one principal axis, $(\hbar\theta)^3=e^2\hbar^2F^2/(2\mu_\parallel)$. Both cubes have the sign of $\mu_\parallel$, and real cube roots are understood.

The added phase does not depend on $\mathbf k$, so the Gaussian integrals of part (b) are unchanged. Subtracting the zero-field result and using $KD=A/(2\sqrt\pi)$,
\begin{equation}
\Delta\varepsilon=\frac{A\,e^{-i\pi/4}i^r}{2\sqrt\pi}
\int_0^\infty d\tau\,\tau^{-3/2}e^{ix\tau}
\left[e^{-i(\hbar\Omega)^3\tau^3/3}-1\right].
\label{eq:full}
\end{equation}
The bracket starts as $\tau^3$, so the short-time divergence has gone. If the field at a saddle points along a direction with $\sum_iF_i^2/\mu_i=0$, Eq.~(\ref{eq:full}) gives no change at any field strength within the quadratic-band model.

\section*{(d) The weak-field law}

\emph{Find the leading change for weak fields and relate it to the zero-field spectrum.}

\medskip
\noindent\textbf{Solution.} To first order in the added phase, the bracket is $-i(\hbar\Omega)^3\tau^3/3$. But
\begin{equation}
\frac{\partial^3}{\partial E^3}e^{iz\tau}=(i\tau)^3e^{iz\tau}=-i\tau^3e^{iz\tau}.
\end{equation}
The factor $-i\tau^3$ is therefore a third energy derivative of the zero-field integrand, taken at fixed $\Gamma$:
\begin{equation}
\boxed{\Delta\varepsilon=\frac{(\hbar\Omega)^3}{3}\frac{\partial^3\varepsilon}{\partial E^3}
=\frac{(\hbar\theta)^3}{12}\frac{\partial^3\varepsilon}{\partial E^3}}
\label{eq:law}
\end{equation}
Here $\varepsilon$ means the contribution of this critical point. Since $\tfrac12(-\tfrac12)(-\tfrac32)=\tfrac38$, Eq.~(\ref{eq:shape}) gives
\begin{equation}
\Delta\varepsilon=\frac{(\hbar\Omega)^3A}{8}\,i^{r+1}x^{-5/2}.
\label{eq:explicit}
\end{equation}
The power three has a direct origin. The field accelerates the pair, its wave vector moves by an amount proportional to $\tau$, and the resulting energy change, accumulated over $\tau$, gives a phase proportional to $\tau^3$. The signal is proportional to $F^2$. It is also concentrated near $E_c$: it falls as $|x|^{-5/2}$, while the zero-field singular term grows as $|x|^{1/2}$.

For a band that is not quadratic, Eq.~(\ref{eq:phase}) gives, to order $F^2$,
\begin{equation}
\Delta G=\frac1{24}\frac{\partial^3}{\partial E^3}
\int\!\frac{d^3k}{(2\pi)^3}\frac{(e\mathbf F\cdot\nabla_{\mathbf k})^2W}{W-z}.
\label{eq:general}
\end{equation}
Equation~(\ref{eq:law}) follows when the second derivative is replaced by its value at the critical point. Equivalent critical points must be added separately, since their masses along $\mathbf F$ may differ in sign.

These results were tested on $W=-2(\cos k_x+\cos k_y+\cos k_z)$, in units of the hopping energy and the inverse lattice spacing. This band has 1, 3, 3 and 1 critical points of types $M_0$ to $M_3$. The field-induced change was found by diagonalizing a long chain in a linear potential and summing over transverse wave vectors. At $\Gamma=0.05$, $\hbar\Omega=0.005$ and detunings $\pm\Gamma$, Eq.~(\ref{eq:general}) agrees within 0.8\%, relative to its own prediction. Equation~(\ref{eq:explicit}), summed over equivalent points, agrees within about 4\%, relative to the summed law. The larger deviation, at the saddles, is mainly due to the variation of band curvature, which Eq.~(\ref{eq:general}) retains.

\section*{(e) How weak is weak?}

\emph{Bound the error of the weak-field law, and find what replaces its field dependence at a sharp critical point.}

\medskip
\noindent\textbf{Solution.} Put $y=(\hbar\Omega)^3\tau^3/3$. For real $y$, $|e^{-iy}-1+iy|\le y^2/2$. The discarded part of the integral in Eq.~(\ref{eq:full}) is thus at most
\begin{equation}
\frac{|\hbar\Omega|^6}{18}\int_0^\infty\tau^{9/2}e^{-\Gamma\tau}d\tau
=\frac{|\hbar\Omega|^6}{18}\cdot\frac{315}{8\Gamma^3}\cdot
\frac{3\sqrt\pi}{4\Gamma^{5/2}} ,
\end{equation}
where three integrations by parts gave $\frac92\cdot\frac72\cdot\frac52=\frac{315}8$. The retained part has modulus $(|\hbar\Omega|^3/3)(3\sqrt\pi/4)|x|^{-5/2}$. Their ratio bounds the error relative to the weak-field law:
\begin{equation}
\left|\frac{\Delta\varepsilon_{\rm full}}{\Delta\varepsilon_{\rm law}}-1\right|
\le\frac{105}{16}\left|\frac{\hbar\Omega}{\Gamma}\right|^3
\left(\frac{|x|}{\Gamma}\right)^{5/2}.
\label{eq:bound}
\end{equation}
The coefficient $105/16\approx6.6$ makes the condition stricter than $|\hbar\Omega|<\Gamma$ alone suggests.

At $E=E_c$ the right side is also the size of the leading correction. The second-order term $-y^2/2$ divided by the first-order term $-iy$ is $-iy/2$, so for $\hbar\Omega>0$
\begin{equation}
\frac{\Delta\varepsilon_{\rm full}}{\Delta\varepsilon_{\rm law}}
=1-i\,\frac{105}{16}\left(\frac{\hbar\Omega}{\Gamma}\right)^3+\cdots .
\label{eq:phaseerror}
\end{equation}
The first error is a rotation of phase; the modulus changes at the next order.

Broadening cannot be dropped. With $\Gamma=0$ and $E=E_c$, substitute $\tau=s/|\hbar\Omega|$ in Eq.~(\ref{eq:full}). The integral becomes
\begin{equation}
|\hbar\Omega|^{1/2}\int_0^\infty ds\,s^{-3/2}\left[e^{\mp is^3/3}-1\right].
\end{equation}
It converges, and it is not zero because its real part has the nonpositive integrand $s^{-3/2}[\cos(s^3/3)-1]$. The change then varies as $F^{1/3}$, not $F^2$, however weak the field.

\section*{(f) From $\Delta\varepsilon$ to reflectance}

\emph{Find $\Delta R/R$ at normal incidence from vacuum, for a field uniform over the probed depth.}

\medskip
\noindent\textbf{Solution.} With $n=\sqrt\varepsilon$, $R=|(n-1)/(n+1)|^2$. Therefore
\begin{align}
\frac{\Delta R}{R}&=2\,\mathrm{Re}\left[\left(\frac1{n-1}-\frac1{n+1}\right)\Delta n\right]
=2\,\mathrm{Re}\left[\frac{2}{n^2-1}\,\frac{\Delta\varepsilon}{2n}\right]\nonumber\\
&=\mathrm{Re}\,[C\,\Delta\varepsilon],\qquad
C=\frac{2}{\sqrt\varepsilon(\varepsilon-1)} .
\label{eq:reflect}
\end{align}
Here $\varepsilon$ is the total dielectric function, including the background. Since $C$ is complex, reflectance mixes the real and imaginary parts of the third derivative.

\section*{(g) Numbers}

\emph{Take $E_c=2$ eV, $|\mu_i|=0.1\,m$, $E_P=10$ eV, $\Gamma=30$ meV, $F=10$ kV/cm and total $\varepsilon=12+i$. Find the size and sign of the signal, and the fields for which the law holds.}

\medskip
\noindent\textbf{Solution.} These are round model parameters, and the numbers below hold only for non-interacting pairs with a frozen dipole. Keeping $X_{cv}\propto1/W$ changes $\Delta\varepsilon$ by a relative amount near $-2x/E_c$, which is 3 to 5\% at the energies used here. The neglected electron--hole attraction matters far more. With this mass and a screening constant of 12, the exciton binding energy is 9.4 meV, twice $\hbar\Omega$, and absorption 50 meV above a sharp $M_0$ edge is raised by a factor 2.9. To order $F^2$, at 30 meV below, at, and 30 meV above $E_c$, the $M_0$ values of $10^6\Delta R/R$ then become about $-20$, $+25$ and $-0.5$, in place of the $-0.50$, $-3.69$ and $+1.69$ found below. The size and sign obtained here therefore do not carry over to a real crystal unless the binding energy is much smaller compared with $\Gamma$. Equations~(\ref{eq:omega}) and (\ref{eq:shape}) give, for a positive mass along the field,
\begin{equation}
\hbar\Omega=4.57\ \text{meV},\qquad \hbar\theta=7.25\ \text{meV},\qquad
A=1.166\ \text{eV}^{-1/2}.
\end{equation}
At 50 meV from a sharp critical point, the singular part of $\varepsilon$ has magnitude $1.166\sqrt{0.05}=0.261$. At $E=E_c$ with broadening, $x=i\Gamma$, and
\begin{equation}
|\Delta\varepsilon|=\frac{(4.567\times10^{-3})^3(1.1664)}{8(0.030)^{5/2}}
=8.91\times10^{-5}.
\end{equation}
For $M_0$ the phase is $i(i)^{-5/2}=e^{-3i\pi/4}$, so both parts of $\Delta\varepsilon$ equal $-6.30\times10^{-5}$. With $C=0.0517-0.0069i$,
\begin{equation}
\frac{\Delta R}{R}=0.0517\,\Delta\varepsilon_1+0.0069\,\Delta\varepsilon_2
=-3.69\times10^{-6}.
\end{equation}
With $C$ held fixed, the values at 30 meV below and above $E_c$ are $-0.50\times10^{-6}$ and $+1.69\times10^{-6}$. The signal changes sign across the structure, but not at $E_c$. The phase of $C\,\Delta\varepsilon$ is $82.4^\circ-\tfrac52\arg x$, which passes $-90^\circ$ at $\arg x=69^\circ$ and $-270^\circ$ at $\arg x=141^\circ$. The two zeros thus lie about 12 meV above and 37 meV below $E_c$.

For $M_1$ with the field along a positive-mass axis, the three values in order of energy are $-1.89$, $+2.83$ and $+0.98$, in units of $10^{-6}$. An $M_3$ point gives the same three numbers. Going from $r=1$ to $r=3$ multiplies Eq.~(\ref{eq:explicit}) by $i^2=-1$, and the negative mass along the field supplies another $-1$. Within the weak-field law, one such spectrum therefore cannot tell the two apart. For a single critical point, turning the field can: at $M_1$ the sign reverses along the negative-mass axis, while at $M_3$ every mass is negative and no direction reverses it. Summing over equivalent points can remove this test. For three $M_1$ points with equal $|\mu_i|$ and equal dipoles, with the negative mass along each axis in turn as in the band of part (d), the sum of $\sum_iF_i^2/\mu_i$ is $(2-1)F^2/|\mu|$ for every field direction.

The field scan at $E=E_c$ for $M_0$ shows the range of the law at that energy. At 10 kV/cm, Eq.~(\ref{eq:bound}) gives $6.56(4.567/30)^3=0.023$, and the full integral deviates by 0.023 of the law. The two moduli, $8.89\times10^{-5}$ and $8.91\times10^{-5}$, differ by much less, as the phase rotation in Eq.~(\ref{eq:phaseerror}) requires. At 20 kV/cm the deviation is 8\%, and at 40 kV/cm it is 23\%. At 80 kV/cm $\hbar\Omega$ is 18.3 meV, still below $\Gamma$, but the deviation has reached 45\%: the law predicts a modulus of $5.70\times10^{-3}$ where the full integral gives $3.95\times10^{-3}$, which is 31\% lower, and the phase is also wrong. Above $E_c$ the law fails sooner at the larger fields: 30 meV above $E_c$ the deviation is 35\% at 40 kV/cm and 89\% at 80 kV/cm. The remaining values at $E_c$ are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
LATTICE TESTS (energies in units of the hopping)
broadening 0.05, weak Omega 0.0050, strong Omega 0.0500
largest relative deviations at detunings -Gamma and +Gamma:
type  lineshape  general F^2  critical-point law  full kernel
M0    0.0092     0.0023       0.0053              0.0045
M1    0.0031     0.0071       0.0394              0.0138
M2    0.0031     0.0071       0.0394              0.0138
M3    0.0092     0.0023       0.0053              0.0045
WORKED EXAMPLE
Ec = 2.0 eV, |mass| = 0.1 m_e, E_P = 10.0 eV, Gamma = 30 meV
field = 10 kV/cm, total eps = (12+1j)
hbar Omega = 4.567 meV, hbar theta = 7.249 meV
prefactor K = 3447.1 eV angstrom^3
amplitude A = 1.1664 eV^(-1/2)
R = 0.3057, reflectance coefficient = 0.05172 -0.00688 i
Sharp singular part of eps (real, imaginary), 50 meV off Ec:
M0 below (-0.2608, +0.0000) above (+0.0000, +0.2608)
M1 below (-0.0000, -0.2608) above (-0.2608, +0.0000)
M2 below (+0.2608, +0.0000) above (+0.0000, -0.2608)
M3 below (+0.0000, +0.2608) above (+0.2608, +0.0000)
Third-derivative law; mass along field > 0 for M0-M2, < 0 for M3
type  E-Ec (meV)  1e5*d_eps1  1e5*d_eps2  1e6*dR/R
M0       -30       -1.433      +3.461      -0.503
M0        +0       -6.300      -6.300      -3.692
M0       +30       +3.461      -1.433      +1.691
M1       -30       -3.461      -1.433      -1.889
M1        +0       +6.300      -6.300      +2.825
M1       +30       +1.433      +3.461      +0.980
M2       -30       +1.433      -3.461      +0.503
M2        +0       +6.300      +6.300      +3.692
M2       +30       -3.461      +1.433      -1.691
M3       -30       -3.461      -1.433      -1.889
M3        +0       +6.300      -6.300      +2.825
M3       +30       +1.433      +3.461      +0.980
M0 at E = Ec: full kernel against third-derivative law
F(kV/cm) Omega(meV) theta(meV) 1e5|full| 1e5|law| deviation estimate
    5      2.877      4.567       2.227     2.227  0.0058   0.0058
   10      4.567      7.249       8.891     8.909  0.0228   0.0232
   20      7.249     11.508      34.902    35.636  0.0814   0.0926
   40     11.508     18.268     126.920   142.544  0.2251   0.3704
   80     18.268     28.998     394.666   570.178  0.4482   1.4817
\end{verbatim}
